Bloch's Three-Halves Law from Magnons with a Quadratic Dispersion

At low temperature a ferromagnet loses magnetization by exciting long spin waves, whose quanta are called magnons. If the energy of a magnon is E = Dk², with k the wave number, then D is an energy times a length squared. Let k_B be Boltzmann's constant and T the temperature. When the waves are much longer than the lattice spacing, and no other energy matters, the number of magnons per volume, n, can depend on k_BT and D alone. From these two quantities one length can be formed, (D/k_BT)^{1/2}, and a number per volume is an inverse length cubed. Hence

n = C (k_BT/D)^{3/2},

with C a pure number. Each magnon will turn out to remove one unit of spin, so the magnetization falls as T^{3/2}. What remains is to justify the dispersion, to find C, and to see what happens when another energy or length enters.

With this quadratic dispersion the density of states, the number of modes per energy and volume, goes as √E in three dimensions. A density of states proportional to E² would give a different law, as shown below.

Take N spins of magnitude S on a cubic lattice, with volume v₀ per spin and ħ = 1. Each spin has z nearest neighbours, at displacements δ. The exchange energy is

H = −J Σ_⟨ij⟩ S_i·S_j, J > 0,

where each neighbouring pair is counted once. Dipolar forces, anisotropy and applied fields are left out at first. The direction of order, called z, is fixed by a field that is sent to zero after the volume has become infinite. For one pair,

S_i·S_j = S_i^z S_j^z + ½(S_i⁺S_j⁻ + S_i⁻S_j⁺).

In the aligned state |0⟩ every S^z equals S. The raising operators give zero, so |0⟩ is an eigenstate, with energy −JS² per pair. Now lower one spin by a unit:

|j⟩ = (2S)^{−1/2} S_j⁻|0⟩.

For each of the z pairs containing j, the product S_i^zS_j^z changes from S² to S(S − 1), which raises the energy by JS. The transverse part moves the deviation. Since S_j⁺S_j⁻|0⟩ = 2S|0⟩,

½S_i⁻S_j⁺|j⟩ = ½ · 2S · (2S)^{−1/2} S_i⁻|0⟩ = S|i⟩.

The other transverse term tries to raise the fully aligned spin i and gives zero. With E₀ the energy of the aligned state,

(H − E₀)|j⟩ = JS Σ_δ (|j⟩ − |j+δ⟩).

The plane wave |k⟩ = N^{−1/2} Σ_j exp(ik·r_j)|j⟩ is therefore an eigenstate. The hop by δ gives a factor exp(−ik·δ), and adding the hops δ and −δ leaves a cosine:

E(k) = JS Σ_δ [1 − cos(k·δ)].

For small k, 1 − cos(k·δ) ≈ ½(k·δ)². Let d be the neighbour distance. Cubic symmetry makes Σ_δ (k·δ)² equal to zd²k²/3, so

E(k) ≈ (JS z d²/6) k².

With a the edge of the cubic cell, the simple cubic lattice has z = 6 and d² = a². The body-centred lattice has z = 8 and d² = 3a²/4, and the face-centred lattice has z = 12 and d² = a²/2. In all three cases zd²/6 = a², and

D = JSa².

The energy starts at zero because a wave with k = 0 is a uniform rotation of all the spins, which costs no exchange energy.

The state |k⟩ has total S^z = NS − 1, whatever k is. With g the g-factor and μ_B the Bohr magneton, the magnetization along the direction of order is then

M(T) = gμ_B (S/v₀ − n), M(0) = gμ_B S/v₀.

To find n we must know how several magnons share the crystal. Represent the deviations at a site by a boson operator b, with [b, b†] = 1:

S^z = S − b†b, S⁻ = (2S)^{1/2} b†, S⁺ = (2S)^{1/2} (1 − b†b/2S) b.

These operators obey the spin commutation rules. Here S⁺ and S⁻ are not adjoint to each other, but this amounts to a rescaling of the basis states and leaves the eigenvalues of H unchanged. The bosons must be limited to 2S per site, a limit that hardly matters when deviations are rare. Inserting them in one pair, with n_i = b_i†b_i, gives

S² − S_i·S_j = S(n_i + n_j − b_i†b_j − b_j†b_i) − n_in_j + ½(b_i†b_j†b_jb_j + b_j†b_i†b_ib_i).

The first bracket gives free magnons with the energy E(k) found above. The rest is their interaction. Its mean value follows from f₀ = ⟨b_i†b_i⟩ and f₁ = ⟨b_i†b_j⟩ for neighbours, which is real when the occupation of the modes has cubic symmetry. Pairing each b† with each b in every possible way gives ⟨n_in_j⟩ = f₀² + f₁², and each of the last two products gives 2f₀f₁. The mean interaction per pair of neighbours is

J(−f₀² − f₁² + 2f₀f₁) = −J(f₀ − f₁)².

If N_k is the occupation of mode k, then f₀ − f₁ = Σ_k N_kE(k)/(NzJS). There are Nz/2 pairs, so the total is

⟨V⟩ = −[Σ_k N_kE(k)]² / (2zJS²N).

Differentiating with respect to N_k shows that, to first order in the interaction, every magnon energy is lowered by the same fraction,

s = Σ_k N_kE(k) / (zJS²N).

The interaction is weak because it depends on how much neighbouring spins differ, and in long waves they differ little. The fraction s is proportional to the thermal energy per spin. By the opening dimensional argument this goes as T · T^{3/2} = T^{5/2}, and it vanishes as T → 0.

The interaction can be tested with just two magnons, in modes k and k′. The amplitude for finding them at two different sites i and j is [exp(ik·r_i + ik′·r_j) + exp(ik′·r_i + ik·r_j)]/N, to be divided by √2 if k = k′. For i = j it is divided by a further √2, which is cancelled in the interaction by the factor √2 that b_jb_j gives on a doubly occupied site. With it the mean of the interaction becomes

−(J/N) Σ_δ [1 + cos((k−k′)·δ) − cos(k·δ) − cos(k′·δ)],

and half of this if k = k′. The sum over all pairs of modes is therefore half the sum over k and k′ taken independently. In that sum cos((k−k′)·δ) may be replaced by cos(k·δ)cos(k′·δ), because the sine terms cancel between k and −k, and the bracket becomes [1 − cos(k·δ)][1 − cos(k′·δ)]. For each δ, the sum of 1 − cos(k·δ) over k is Σ_k E(k)/(zJS). The shifts of all two-magnon states thus add up to −[Σ_k E(k)]²/(2zJS²N), and division by the number of states gives the mean shift. This was tested on a periodic body-centred cluster of 54 spins with S = 1. Diagonalizing H for all 1485 two-magnon states gives a mean shift of −0.145455J, and the formula gives the same value. This agreement checks only the counting. Since Σ_k E(k) = NzJS, the mean is −zJ/(N + 1), which the term −n_in_j gives by itself, so it says nothing about the cancellation for long waves. A thermal sum is sensitive to that cancellation. The sum of Boltzmann factors over these states exceeds that of free bosons by 1.70 % at k_BT = 2J and by 0.066 % at k_BT = J. The first-order formula gives 1.34 % and 0.047 %. With −n_in_j alone the excess would be 9.7 % and 18 %. For S = 20, at the same k_BT/JS, the exact and first-order values agree to within 2 %. The sum thus approaches that of free bosons on cooling. On so small a cluster the approach is exponential, because the lowest wave with k ≠ 0 costs 4J and a magnon with k = 0 only rotates the other's state without shifting its energy. Both magnons must therefore have k ≠ 0, and the activation energy is close to 8J. The power T^{5/2} is therefore not tested here.

For a free boson mode of energy E, the probability of m quanta is proportional to exp(−mE/k_BT). No chemical potential appears, because the number of magnons is not fixed: the thermal surroundings can create and remove them. Put q = exp(−E/k_BT). The mean number is

f(E) = Σ_m m q^m / Σ_m q^m = [q/(1−q)²]·(1−q) = q/(1−q) = 1/[exp(E/k_BT) − 1].

Next count the modes. In a large periodic box of volume V, the allowed wave vectors have density V/(2π)³. There is one magnon mode for each k, so the number of modes with energy below E, per volume, is

(1/8π³)(4π/3)k³ = k³/(6π²) = (E/D)^{3/2}/(6π²).

Its derivative is the density of states,

g(E) = √E / (4π²D^{3/2}).

The square root arises because the volume in k space grows as k³ while k grows as √E. As a test, take a box of edge 1000 Å and the shell of wave numbers from 30 to 40 times 2π/(1000 Å). An explicit count finds 154800 modes, and the integral of g(E) gives 154985, a difference of about 0.1 %.

The number of magnons per volume is the integral of g(E)f(E). The upper limit may be taken to infinity, because at energies far above k_BT the occupation is exponentially small. With E = k_BT x, the factor √E dE becomes (k_BT)^{3/2} √x dx, and

n = (1/4π²)(k_BT/D)^{3/2} I, I = ∫₀^∞ √x/(eˣ − 1) dx.

Near x = 0 the integrand behaves as x^{−1/2}, which can be integrated. Thus the large occupation of the lowest modes does no harm in three dimensions. For x > 0,

1/(eˣ − 1) = e^{−x} + e^{−2x} + e^{−3x} + …

All terms are positive, so they may be integrated one by one. In the m-th term put y = mx:

∫₀^∞ √x e^{−mx} dx = m^{−3/2} ∫₀^∞ √y e^{−y} dy = m^{−3/2} Γ(3/2).

Here Γ(3/2) = √π/2. The sum of m^{−3/2} over m = 1, 2, 3, … is the zeta function ζ(3/2) = 2.612375. Therefore

I = (√π/2) ζ(3/2) = 2.315157,

and direct quadrature gives the same digits. For the prefactor, √π/(8π²) = 1/(8π^{3/2}) = (4π)^{−3/2}, so that

n = ζ(3/2) [k_BT/(4πD)]^{3/2}.

The constant of the opening argument is C = ζ(3/2)/(4π)^{3/2}. Dividing n by the spin density S/v₀ gives Bloch's law:

[M(0) − M(T)]/M(0) = (v₀/S) ζ(3/2) [k_BT/(4πD)]^{3/2}.

The same substitution with a density of states proportional to E^p, p > 0, gives T^{p+1}. The value p = 1/2 gives the exponent 3/2, while p = 2 would give 3. For p = 0, the case of a quadratic dispersion in two dimensions, the integrand behaves as 1/x and the integral diverges at its lower end.

For a worked example take rough typical values for body-centred iron: a = 2.87 Å, D = 0.28 eV Å², a moment of 2.2μ_B per atom, and g = 2. The volume per atom is v₀ = a³/2 = 11.82 Å³. The effective spin is S = 2.2/2 = 1.1. It need not be a half-integer, because iron is a metal whose moment is carried by mobile electrons. It serves here to give the right moment per atom.

At 300 K, k_BT = 0.025852 eV, and

k_BT/(4πD) = 0.025852/(4π × 0.28) = 0.007347 Å⁻²,
n = 2.6124 × (0.007347)^{3/2} = 1.645 × 10⁻³ Å⁻³,
nv₀ = 1.6452 × 10⁻³ × 11.82 = 0.01945.

There is about one magnon for every fifty atoms. Dividing by S gives the fractional loss,

0.01945/1.1 = 0.0177, or 1.77 %.

The magnetization at T = 0 is 1726 kA/m, so the drop is 30.5 kA/m. Written as a coefficient times T^{3/2}, the law has the coefficient 3.40 × 10⁻⁶ K^{−3/2}. The wavelength at which Dk² = k_BT is 20.7 Å, about seven cell edges, so the quadratic dispersion is a fair start at room temperature but not perfect.

The first error comes from the bending of the band. For the body-centred lattice the sum over neighbours gives

E = 8JS(1 − cos u_x cos u_y cos u_z), u = ka/2.

Using ln cos u = −u²/2 − u⁴/12 + … for each factor, the product of cosines is

1 − u²/2 + u⁴/8 − (u_x⁴ + u_y⁴ + u_z⁴)/12 + …

The average of u_x⁴ over directions is u⁴/5, so the last bracket averages to 3u⁴/5. To this order

E = 8JS[u²/2 − (1/8 − 1/20)u⁴] = Dk²(1 − 3a²k²/80).

The lowering of the energy, 3Da²k⁴/80, increases the occupation by −∂f/∂E times this amount. Since dE = 2Dk dk at leading order,

Δn = (1/2π²) ∫₀^∞ k² (3Da²k⁴/80) [−(1/2Dk) df/dk] dk.

Integration by parts turns ∫k⁵(−df/dk)dk into 5∫k⁴f dk, giving

Δn = (3a²/80)(5/4π²) ∫₀^∞ k⁴f dk.

Compare this with n = (1/2π²)∫₀^∞ k²f dk. The ratio of the two integrals is (k_BT/D)Γ(5/2)ζ(5/2)/[Γ(3/2)ζ(3/2)], and Γ(5/2)/Γ(3/2) = 3/2. Hence

Δn/n = (3a²/80)(5/2)(3/2)(k_BT/D) ζ(5/2)/ζ(3/2) = (9/64)(a²k_BT/D) ζ(5/2)/ζ(3/2).

The loss therefore acquires a term in T^{5/2}. For the example this first correction is +5.5 % of the loss at 300 K. Integrating the occupation over the whole band, still without interactions, gives +6.7 %: the loss is 1.89 % instead of 1.77 %. At 20 K the two losses are 0.0305 % and 0.0304 %. The local exponent, the slope of the logarithm of the loss against the logarithm of T, is 1.504 for the full band at 20 K and 1.58 at 300 K. The interaction is a smaller matter in this model. At 300 K the first-order formula gives s = 0.16 %, and since the loss goes as D^{−3/2}, the loss rises by 0.24 % of itself (0.25 % if the full band is used). Repeated scattering between magnons, which this formula leaves out, would change these two figures.

A gap Δ, produced by a field or by anisotropy, brings in another energy. With E = Δ + Dk², the m-th term of the series gains a factor exp(−mΔ/k_BT), and ζ(3/2) is replaced by

Σ_m exp(−mΔ/k_BT)/m^{3/2}, m = 1, 2, 3, …

If k_BT is far below Δ, the first term dominates and the loss dies out exponentially. The power law then needs k_BT to be far above the gap as well as far below the band width. When Δ is much smaller than k_BT, the change comes from small k, where f ≈ k_BT/E:

Δn ≈ −(k_BT/2π²) ∫₀^∞ k² {1/(Dk²) − 1/(Dk²+Δ)} dk = −(k_BTΔ/2π²D) ∫₀^∞ dk/(Dk²+Δ).

The last integral is π/(2√(DΔ)), so Δn ≈ −k_BT√Δ/(4πD^{3/2}). Relative to n this is −√(4πΔ/k_BT)/ζ(3/2). The square root makes even a small gap noticeable. A field of 1 T gives Δ = gμ_B × 1 T = 1.158 × 10⁻⁴ eV, less than half a percent of k_BT at 300 K. The estimate gives −9.1 %, and the full sum gives −8.8 %, relative to the loss without a gap. Both figures leave out dipolar forces.

Dipolar forces act differently, because they depend on the angle θ between k and the magnetization. A transverse wave of magnetization m has the dipolar energy density ½μ₀(k̂·m)², where k̂ is the unit vector along k. Describe a mode by the two scaled transverse spin components p and q, normalized so that [q, p] = i. The spin components themselves are √S p and √S q, with q in the plane of k and the magnetization. The dipolar term is then ½gμ_Bμ₀M sin²θ q², and

h = ½[A p² + (A + 2B) q²], A = Dk², 2B = gμ_Bμ₀M sin²θ.

This is an oscillator of energy E = √[A(A + 2B)]. Its two terms have equal means, so A⟨p²⟩ = (A + 2B)⟨q²⟩ = E(f + ½). The spin loss is ½(p² + q²) − ½, and its thermal part is

½E f [1/A + 1/(A + 2B)] = f (A + B)/E.

For the example μ₀M = 2.17 T. Integrating this expression over k and θ at 300 K, with no applied or demagnetizing field, lowers the loss by 5.1 % of itself. The motion along q has been stiffened, while the motion along p has not. Because μ₀M is larger than 1 T, the effect of the gap found above also changes. With A = Δ + Dk², an internal field of 1 T lowers the loss by 6.4 % instead of 8.8 %. Field and dipolar forces together lower it by 11.1 %, less than the sum of the separate changes.

In a film of thickness t with free surfaces, long waves across the film are standing cosines with wave number πp/t, where p = 0, 1, 2, … is now an integer. We use this form for all the waves. Each has energy E_p = Δ + D(πp/t)² plus Dk² for motion in the plane. With y = (E_p + Dk²)/k_BT, k dk = k_BT dy/(2D), and its contribution to the density is

(1/t) ∫₀^∞ (k dk/2π) f = (k_BT/4πDt) ∫ dy/(e^y − 1) = −(k_BT/4πDt) ln[1 − exp(−E_p/k_BT)],

where y runs from E_p/k_BT to infinity. The p = 0 term diverges as Δ → 0. This is the two-dimensional divergence found above: a film without a gap has no Bloch law in this model, however thick it is, if its area is infinite. For a film 10 nm thick in a field of 0.1 T at 300 K, the sum over p gives a loss 19 % larger than in the bulk at the same field, without dipolar forces. This is a long-wave estimate: exchange bonds missing at the surfaces soften the shorter waves. For a body-centred (001) film of 70 layers with neighbour exchange, the excess over the full-band bulk is 23 %. Replacing the sum by an integral, which gives the bulk result, counts half of the p = 0 term. The missing half accounts for about 18 of the 19 percentage points. For the iron parameters a field of 0.1 T is far smaller than μ₀M, so dipolar forces cannot be left out. In the long-wave model, with the magnetization in the plane, they reduce the excess over the bulk at the same field from 19 % to 13 %.

Set beside real iron, the parameters are typical, but several assumptions are broken. The stiffness of a real metal can change with temperature in ways that this exchange model does not describe. If D were 10 % smaller, with everything else fixed, the loss would be 17 % larger. Spin-flip excitations of single electrons and changes in the size of the atomic moment are not in the model, and their effect is not estimated here. In thin magnetic devices the finite thickness matters. For the film just described the excess is 19 % in the plain long-wave model, 23 % with missing surface bonds, and 13 % with dipolar forces, each taken separately. Surface anisotropy would alter it again, so only the order of magnitude carries over to a device. The separate corrections should not simply be added, since the gap, the dipolar forces and the film modes all act on the same long waves. The room-temperature loss of about 1.8 % is therefore a model estimate, and its error for real iron is not determined here. Extrapolated to complete loss of magnetization, the law would give about 4400 K, whereas iron loses its order at roughly 1000 K. At such temperatures the magnons are neither few nor independent, and the conditions of the derivation no longer hold.

Computed results

```
INPUTS: rough typical values for bcc iron
cubic edge a = 2.87 A; stiffness D = 0.28 eV A^2
moment = 2.2 Bohr magnetons; g = 2.0
effective spin S = 1.10; volume per spin = 11.820 A^3
TESTS ON A BCC CLUSTER, S = 1, energies in J
number of spins = 54; two-magnon states = 1485
largest one-magnon energy error = 1.4e-14 J
mean two-magnon shift, exact = -0.145455 J
mean two-magnon shift, formula = -0.145455 J
pair sum excess over free bosons, kT=1J: 0.0659 %
pair sum excess over free bosons, kT=2J: 1.7017 %
DENSITY OF STATES AND BOSE INTEGRAL
modes counted in shell = 154800; formula = 154985
zeta(3/2) = 2.612375; Gamma(3/2) = 0.886227
Bose integral, quadrature = 2.315157
Bose integral, formula = 2.315157
temperature exponent for DOS ~ sqrt(E) = 1.5000
temperature exponent for DOS ~ E^2 = 3.0000
BLOCH LAW FOR THE EXAMPLE
thermal energy at 300 K = 0.025852 eV
kT/(4 pi D) at 300 K = 0.007347 A^-2
magnon density at 300 K = 1.6452e-03 A^-3
magnons per spin at 300 K = 0.01945
wavelength where D k^2 = kT: 20.68 A
Bloch coefficient = 3.4022e-06 K^-3/2
T = 20 K: loss, Bloch = 0.0304 %; full band = 0.0305 %
T = 77 K: loss, Bloch = 0.2299 %; full band = 0.2333 %
T = 150 K: loss, Bloch = 0.6250 %; full band = 0.6437 %
T = 300 K: loss, Bloch = 1.7679 %; full band = 1.8869 %
saturation magnetization at T=0 = 1726.1 kA/m
magnetization drop at 300 K = 30.52 kA/m
Bloch law extrapolated to total loss: 4421 K
full-band local exponent at 20 K = 1.5037
full-band local exponent at 300 K = 1.5816
NEGLECTED EFFECTS AT 300 K: relative change of the loss
band energy scale 8 D/a^2 = 0.2719 eV
band curvature, first correction = +5.49 %
band curvature, full band = +6.73 %
interaction softening of magnon energies = 0.157 %
loss change from that softening = +0.236 %
loss change if D is 10 percent smaller = +17.12 %
gap from a 1 T field = 1.1577e-04 eV
loss change from that gap = -8.83 %
mu0 M = 2.169 T; dipolar energy g muB mu0 M = 2.5111e-04 eV
loss change from dipolar forces = -5.07 %
film thickness = 10 nm; field = 0.1 T
film loss relative to bulk in same field = +19.21 %
```
